# A current-free reservoir at the cathode of a blocked line

## Problem

A metal line of length $L$ and cross-section $A$ carries a steady, uniform current. Electrons enter at the cathode, $x=0$, and leave at the anode, $x=L$. They pass through vias whose barrier layers stop atoms, so the line is closed to atoms at both ends. It starts free of stress and contains no void.

(a) Find the steady stress along the line.

(b) A dead-end piece of the same metal, also stress-free at the start, is joined to the cathode. It has the same length, cross-section and elastic surroundings, occupies $-L<x<0$, and carries no current. Atoms pass freely through the joint. Show that the steady cathode tension is halved, and find what happens at the anode.

(c) Evaluate the stresses for a copper line in a low-k dielectric, and judge which neglected effect matters most.

Atomic units are used in the algebra, so the elementary charge is 1. Tension counts as positive stress $\sigma$. The model is one-dimensional and linear in the stress.

## Hints

1. Two things push an atom: the electron wind and the gradient of stress. Write the flux that they cause together.
2. What value can a steady flux have in metal with closed ends?
3. Zero flux fixes the slope of the stress but not its level. Which quantity has kept its initial value since the current was switched on?
4. In (b), count the atoms in the line and the reservoir together. The line alone no longer keeps its number of atoms.

## Solution

### Flux and storage

The wind pushes atoms towards the anode with force $F=Z\rho j$. Here $Z>0$ is the size of the effective charge, $\rho$ the resistivity and $j$ the size of the current density. Tension lowers the chemical potential of an atom of volume $\Omega$, so that $\mu=\mu_0-\Omega\sigma$. The total force on an atom is therefore

$$F-\frac{d\mu}{dx}=F+\Omega\frac{d\sigma}{dx}.$$

With mobility $D/kT$ and $1/\Omega$ atoms per volume, the flux towards $+x$ is

$$J=\frac{D}{\Omega kT}\left(F+\Omega\frac{d\sigma}{dx}\right)=\frac{D}{kT}\left(G+\frac{d\sigma}{dx}\right),\qquad G=\frac{F}{\Omega}.$$

In the reservoir $j=0$, so the same law holds there without $G$.

Removing atoms from confined metal puts it under tension. To first order, a change of the atomic concentration $C$ from its initial value $C_0$ gives

$$\frac{C-C_0}{C_0}=-\frac{\sigma}{B},$$

where $B$ is an effective modulus of the metal and its surroundings.

### (a) The line alone

In a steady state $C$ no longer changes, so $J$ is the same at every $x$. It vanishes at the closed ends and hence everywhere:

$$\frac{d\sigma}{dx}=-G,\qquad \sigma(x)=\sigma_c-Gx .$$

The cathode stress $\sigma_c$ is still unknown. No atom has entered or left, so the integral of $C-C_0$ over the line is zero. With uniform $A$ and $B$, the integral of $\sigma$ is zero too:

$$0=\int_0^L(\sigma_c-Gx)\,dx=\sigma_cL-\frac{GL^2}{2}
\quad\Rightarrow\quad \sigma_c=\frac{GL}{2}.$$

The stress is $G(L/2-x)$, which runs from $+GL/2$ at the cathode to $-GL/2$ at the anode.

### (b) With the reservoir

The outer ends are now $x=-L$ and $x=L$. Both are closed, so the steady flux again vanishes everywhere. In the reservoir this gives $d\sigma/dx=0$, and in the line $d\sigma/dx=-G$. Atoms pass freely through the joint, so their chemical potential is continuous there, and so is $\sigma$:

$$\sigma=\sigma_c\quad(-L<x<0),\qquad \sigma=\sigma_c-Gx\quad(0<x<L).$$

The number of atoms in both parts together is unchanged:

$$0=\sigma_cL+\left(\sigma_cL-\frac{GL^2}{2}\right)=2\sigma_cL-\frac{GL^2}{2}
\quad\Rightarrow\quad \sigma_c=\frac{GL}{4}.$$

This is half the value found in (a). The slope in the line has not changed, because it is set by the balance of forces on each atom. What has changed is the level. The mean stress in the line is now $\sigma_c-GL/2=-GL/4$, so the line has gained atoms, and the reservoir, at $+GL/4$, has lost the same number.

The anode stress is $GL/4-GL=-3GL/4$. Its compression has grown by half, which is the price of the relief at the cathode.

The diffusivity has dropped out, so it may differ between the two parts without changing the steady state. The initial stress does matter. If all the metal starts at a uniform tension $\sigma_0$, conservation fixes the mean stress at $\sigma_0$ instead of zero. The cathode tensions become $\sigma_0+GL/2$ and $\sigma_0+GL/4$, and only the part due to the current is halved.

### (c) Numbers for copper in a low-k dielectric

Take $L=20$ µm, width 100 nm, thickness 200 nm, $j=1$ MA/cm², $\rho=3$ µΩ cm, $Z=1$, $\Omega=0.0118$ nm³, $B=10$ GPa and $T=378$ K. The product $\rho j$ is a field of 3 V/cm, so

$$F=3\times10^{-7}\ \text{eV/nm},\qquad G=\frac{F}{\Omega}=4.07\ \text{MPa/µm},\qquad GL=81\ \text{MPa}.$$

The cathode tension is $GL/2=41$ MPa ($2.5\times10^{-4}$ eV/Å³) for the line alone and $GL/4=20$ MPa ($1.3\times10^{-4}$ eV/Å³) with the reservoir. The anode stress goes from $-41$ to $-61$ MPa.

**Comparison with real lines.** These parameters are rough typical values for a narrow copper interconnect. The value of $Z$ is uncertain, and all the stresses above are proportional to it. Of the neglected effects estimated here, the largest is the thermal stress that is present before the current is switched on. Copper shrinks more than the silicon substrate on cooling from the process temperature. Suppose that the substrate also sets the contraction of the space around the line, and that diffusion has since made the stress equal in all directions. With a mismatch of 14 ppm/K in linear expansion and a stress-free temperature of 523 K, the missing volume fraction is three times the linear misfit, and the thermal tension is about

$$3\,(14\times10^{-6}\ \text{K}^{-1})(523-378)\ \text{K}\times B=61\ \text{MPa}.$$

Before the stress has evened out, the mean tension can be about twice as large, because the substrate holds the line along its length however soft the dielectric is. With the relaxed value, the total cathode tension falls from 102 to 81 MPa, which is a drop of one fifth and not of one half. The relaxed value is proportional to $B$, which is itself uncertain. A line held only by a dielectric of Young's modulus 8 GPa, without a stiff liner or cap, has $B$ near 2 GPa; the relaxed tension is then about 12 MPa and the drop is nearly two fifths. The dielectric's own shrinkage on cooling would lower the relaxed tension if the dielectric were free to contract sideways. A film bonded to the substrate is not free, and around a line taller than it is wide its shrinkage raises the tension instead. At the anode the thermal tension offsets the compression of 61 MPa. That the two nearly cancel is an accident of the chosen values.

The total tension decides whether a void can grow. At fixed tension, a spherical flaw of radius $r$ and surface energy $\gamma$ grows if $\sigma>2\gamma/r$. For $\gamma=1.5$ J/m² the critical radius rises from 30 to 37 nm when the reservoir is added, with the line held otherwise the same. Once a void has formed, its free surface relieves the tension beside it, and the results of (a) and (b) no longer apply.

Three other neglected effects are smaller. Their sizes are to be compared with the 20 MPa found above.

- **Current spreading.** Near the joint the current reaches into the reservoir over a distance of about one line thickness. The stress changes by the order of $G\times200$ nm $=0.8$ MPa.
- **Heat flow.** Suppose that all Joule heat flows straight down through 300 nm of dielectric, of conductivity 0.3 W/(m K), to a heat sink. Sideways spreading would only help, so the line warms by at most 0.6 K. With a heat of transport $Q=0.1$ eV, the temperature difference $\Delta T$ between line and reservoir adds a stress difference $Q\,\Delta T/(T\Omega)$ of at most 2.2 MPa.
- **Nonlinear storage.** Replacing the linear law by $C=C_0e^{-\sigma/B}$ raises the cathode tension of the line with its reservoir by 0.035 MPa.

## Variation 1: another reservoir, or another place for it

*How does the cathode tension depend on the size and surroundings of the reservoir? What if it sits at the anode, or carries the current?*

Let the reservoir have length $L_r$, cross-section $A_r$ and modulus $B_r$. The stress profile keeps its form, but each part now enters the atom count with its own weight $A/B$:

$$\frac{A_rL_r}{B_r}\sigma_c+\frac{A}{B}\left(\sigma_cL-\frac{GL^2}{2}\right)=0 .$$

Dividing by $AL/B$ gives

$$\sigma_c=\frac{GL}{2}\,\frac{1}{1+a},\qquad a=\frac{A_rL_r/B_r}{AL/B}.$$

For $a\to0$ the blocked line returns. For $a\to\infty$ the cathode tension vanishes and the anode stress tends to $-GL$. The halving needs $a=1$, so equal dimensions are not enough if the surroundings differ. If a stiffer dielectric doubles $B_r$, then $a=1/2$ and $\sigma_c=GL/3$, which is 27 MPa in the example.

At the anode, an equal reservoir takes the stress $\sigma_c-GL$. The atom count is

$$\left(\sigma_cL-\frac{GL^2}{2}\right)+(\sigma_c-GL)L=0\quad\Rightarrow\quad\sigma_c=\frac{3GL}{4}.$$

The cathode tension has grown by half, while the anode compression eases from $-GL/2$ to $-GL/4$. A reservoir at the anode makes voiding at the cathode more likely.

If the added piece carries the same current in the same direction, it is no reservoir. The metal is then a blocked line of length $2L$, and by (a) the tension at its far end is $G(2L)/2=GL$, twice that of the original line.

## Variation 2: before the steady state

*Is the cathode tension also halved while the stress is still building up?*

Conservation of atoms, $\partial C/\partial t=-\partial J/\partial x$, and the storage law with $C_0=1/\Omega$ give

$$\frac{\partial\sigma}{\partial t}=B\Omega\frac{\partial J}{\partial x}=\frac{\partial}{\partial x}\left[\kappa\left(\frac{\partial\sigma}{\partial x}+g\right)\right],\qquad \kappa=\frac{DB\Omega}{kT},$$

with $g=0$ in the reservoir and $g=G$ in the line. Let $D$ and $B$, and hence $\kappa$, be the same in both, as are the length and cross-section, and split the drive about the joint:

$$g=\frac G2+\frac G2\,\mathrm{sgn}(x).$$

The equation is linear and the initial stress is zero, so the stresses caused by the two parts add.

- For the uniform part, replacing $\sigma(x)$ by $-\sigma(-x)$ leaves the equation and the closed ends unchanged. This stress is odd in $x$ and vanishes at the joint.
- For the second part, replacing $\sigma(x)$ by $\sigma(-x)$ leaves the problem unchanged. This stress is even and its flux is odd. The flux is continuous, so it vanishes at the joint, and the line behaves as a blocked line with drive $G/2$.

The joint therefore has half the tension of the blocked line at every time, not just in the end.

Deviations from the steady state of a blocked line decay as $\cos(n\pi x/L)\,e^{-n^2\pi^2\kappa t/L^2}$. The slowest, $n=1$, has the time constant $L^2/(\pi^2\kappa)$, and this governs the joint. The anode also feels the odd part, which relaxes over the length $2L$ and takes four times as long. With a rough diffusivity of $4.6\times10^{-16}$ cm²/s in the example, the two times are about 1 and 5 years. The diffusivity depends exponentially on the diffusion barrier, so these are orders of magnitude.

If the reservoir has a different stress diffusivity $\kappa_r$ because its $D$ differs, the symmetry is lost. At early times both parts act as if they were infinitely long, and the joint tension grows as $c\sqrt t$. For diffusion into a half-space, such a surface value goes with a constant surface slope of size $c\sqrt\pi/(2\sqrt\kappa)$. The stress falls away from the joint on both sides, so continuity of flux reads

$$\kappa\left(G-\frac{c\sqrt\pi}{2\sqrt{\kappa}}\right)=\kappa_r\,\frac{c\sqrt\pi}{2\sqrt{\kappa_r}}
\quad\Rightarrow\quad c=\frac{2\kappa G}{\sqrt\pi\,(\sqrt\kappa+\sqrt{\kappa_r})}.$$

The blocked line is the case $\kappa_r=0$. The ratio of the two tensions is thus $1/(1+\sqrt{\kappa_r/\kappa})$. For $\kappa_r=0.1\,\kappa$ it is 0.76, and a numerical solution of the full equation at $t=0.03\,L^2/\kappa$ agrees to these two digits. A sluggish reservoir gives less relief at first, but the steady ratio is still one half.

## Calculated quantities

```
Transport model, stresses in units of G L
cathode, line alone: 0.5
anode, line alone: -0.5
cathode, with reservoir: 0.25
anode, with reservoir: -0.75
cathode, reservoir at anode: 0.75
cathode, reservoir modulus doubled: 0.3333
far end, reservoir carrying current: 1
early ratio, reservoir D one tenth: 0.759
Example inputs (rough copper / low-k values)
line length: 20 um
line width: 100 nm
line thickness: 200 nm
current density: 1 MA/cm2
resistivity: 3 uOhm cm
effective charge size Z: 1
atomic volume: 0.0118 nm3
effective modulus: 10 GPa
temperature: 378 K
Example results
wind force per atom: 3e-07 eV/nm
stress gradient G: 4.073 MPa/um
end-to-end stress G L: 81.47 MPa
cathode tension, line alone: 40.73 MPa
  the same: 0.0002542 eV/A3
cathode tension, reservoir: 20.37 MPa
  the same: 0.0001271 eV/A3
anode stress, line alone: -40.73 MPa
anode stress, reservoir: -61.1 MPa
Neglected effects
expansion mismatch: 14 ppm/K
stress-free temperature: 523 K
thermal tension: 60.9 MPa
total tension, line alone: 102 MPa
total tension, reservoir: 81.3 MPa
ratio of totals: 0.8
nonlinear storage shift: 0.035 MPa
current spreading, order of: 0.81 MPa
dielectric thickness: 300 nm
dielectric conductivity: 0.3 W/(m K)
Joule heating, at most: 0.6 K
heat of transport: 0.1 eV
thermomigration, at most: 2.2 MPa
tension, stiffer reservoir: 27.2 MPa
surface energy: 1.5 J/m2
critical flaw radius, alone: 30 nm
critical flaw radius, reservoir: 37 nm
diffusivity prefactor: 0.0001 cm2/s
diffusion barrier: 0.85 eV
diffusivity: 4.6e-16 cm2/s
cathode time constant: 1.2 years
anode time constant, reservoir: 4.9 years
```
